**Fan and Debye-Waller gap shifts: many-electron test and model crystal**

The program tests the second-order shift of an electron level caused by linear coupling $g$ (Fan) and quadratic coupling $h$ (Debye-Waller) to phonons with quantum $\hbar\omega$ and Bose number $N$. It diagonalizes a system of four electron levels and two modes in three charge states, and asserts that the free-energy gap reproduces each term separately at a low and a higher temperature. For a one-dimensional crystal it asserts that the two terms cancel under rigid translation, and that their adiabatic sum equals half the gap curvature found by displacing one atom on an eight-cell ring, multiplied by eight for the equivalent atoms. Further assertions cover the thermal variance of the oscillator, the position of the band edges, the stability of the principal value and the high-temperature intercept. The output gives a static gap of 5.881 eV and a zero-point renormalization of −10.7 meV, made up of +20.7 meV from Fan and −31.4 meV from Debye-Waller. At 900 K the total shift is −22.6 meV, against −23.8 meV in the adiabatic approximation. Thermal expansion, anharmonicity and higher orders in the coupling are left out.

## Numerical verification

```python
"""
Gap shift of electrons coupled linearly (g) and quadratically (h) to phonons.
Result under test, for level n, final level m, D = E_n - E_m, Bose number N:
  Fan         = sum |g_nm|^2 [(N+1)/(D - s*w) + N/(D + s*w)]
  Debye-Waller = (1/2) sum h_nn (2N+1)
w = phonon quantum, s = +1 for empty m and -1 for filled m, x = b + b^dagger.
Gap shift = shift(conduction edge) - shift(valence edge).
The formula is tested by many-electron diagonalization, then used for a
one-dimensional crystal (energies in eV, lengths in angstrom).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.special import logsumexp


def bose(quantum, thermal_energy):
    if thermal_energy == 0:
        return 0.0
    return 1.0 / np.expm1(quantum / thermal_energy)


def fan_sum(difference, side, strength, quantum, number, width=0.0):
    """Second-order shift; width regularizes resonant absorption only."""
    emission = strength / (difference - side * quantum)
    denominator = difference + side * quantum
    if number == 0:
        return np.sum(emission)
    absorption = strength * denominator / (denominator**2 + width**2)
    return np.sum((number + 1) * emission + number * absorption)


# ---- Many-electron test: four levels, two filled, two phonon modes ----
rng = np.random.default_rng(4)
levels = np.array([-7.0, -2.0, 2.5, 8.0])
level_side = np.array([-1, -1, 1, 1])
quanta = [0.9, 1.3]
sizes = [9, 7]


def random_symmetric():
    matrix = rng.normal(size=(4, 4))
    return 0.5 * (matrix + matrix.T)


g = [random_symmetric() for _ in range(2)]
h_cross = random_symmetric()
h = [[random_symmetric(), h_cross], [h_cross, random_symmetric()]]

annihilators = []
for site in range(4):
    operator = np.eye(1)
    for position in range(4):
        if position < site:
            factor = np.diag([1.0, -1.0])
        elif position == site:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        operator = np.kron(operator, factor)
    annihilators.append(operator)


def one_body(matrix):
    return sum(matrix[i, j] * annihilators[i].T @ annihilators[j]
               for i in range(4) for j in range(4))


electron_count = np.rint(np.diag(one_body(np.eye(4)))).astype(int)
lowering = [np.diag(np.sqrt(np.arange(1, size)), 1) for size in sizes]
position_ops = [np.kron(lowering[0] + lowering[0].T, np.eye(sizes[1])),
                np.kron(np.eye(sizes[0]), lowering[1] + lowering[1].T)]
phonon_energy = (np.kron(np.diag(quanta[0] * (np.arange(sizes[0]) + 0.5)),
                         np.eye(sizes[1]))
                 + np.kron(np.eye(sizes[0]),
                           np.diag(quanta[1] * (np.arange(sizes[1]) + 0.5))))


def free_energy_gap(thermal_energy, linear, quadratic):
    """F(3 electrons) + F(1 electron) - 2 F(2 electrons)."""
    result = 0.0
    for count, factor in ((3, 1), (1, 1), (2, -2)):
        index = np.where(electron_count == count)[0]
        unit = np.eye(len(index))

        def restricted(matrix, subtract):
            block = one_body(matrix)[np.ix_(index, index)]
            return block - subtract * np.trace(matrix[:2, :2]) * unit

        hamiltonian = (np.kron(restricted(np.diag(levels), 0),
                               np.eye(len(phonon_energy)))
                       + np.kron(unit, phonon_energy))
        for a in range(2):
            if linear:
                hamiltonian += linear * np.kron(restricted(g[a], 1),
                                                position_ops[a])
            if quadratic:
                for b in range(2):
                    hamiltonian += 0.5 * quadratic * np.kron(
                        restricted(h[a][b], 1),
                        position_ops[a] @ position_ops[b])
        energies = np.linalg.eigvalsh(hamiltonian)
        result -= factor * thermal_energy * logsumexp(
            -energies / thermal_energy)
    return result


print("Many-electron test (model energy units): diagonalized, formula")
for thermal_energy in (0.05, 0.35):
    numbers = [bose(w, thermal_energy) for w in quanta]
    fan_formula = sum(
        sign * fan_sum(levels[n] - levels, level_side, g[a][n]**2,
                       quanta[a], numbers[a])
        for n, sign in ((2, 1), (1, -1)) for a in range(2))
    dw_formula = sum(0.5 * (h[a][a][2, 2] - h[a][a][1, 1])
                     * (2 * numbers[a] + 1) for a in range(2))
    base = free_energy_gap(thermal_energy, 0, 0)
    for name, formula in (("Fan", fan_formula), ("DW", dw_formula)):
        slopes = []
        for scale in (0.04, 0.02):
            pair = (scale, 0) if name == "Fan" else (0, scale**2)
            slopes.append((free_energy_gap(thermal_energy, *pair) - base)
                          / scale**2)
        numerical = (4 * slopes[1] - slopes[0]) / 3
        print(f"  kT={thermal_energy:.2f} {name}: "
              f"{numerical:.5f}, {formula:.5f}")
        assert abs(numerical - formula) < 3e-4 * max(1, abs(formula))

# ---- One-dimensional crystal: light atom at 0, heavy atom at a/2 ----
period, atom_width = 3.0, 0.5
light_depth, heavy_height = -10.0, 2.0
mass_u, quantum = 10.0, 0.080
kB = const.k / const.e
kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e20
ion_kinetic = (const.hbar**2 / (2 * mass_u * const.atomic_mass)
               / const.e * 1e20)
zero_point_u2 = ion_kinetic / quantum
reciprocal = 2 * np.pi / period * np.arange(-12, 13)
edge_k = np.pi / period


def atom_transform(q, amplitude):
    return (amplitude * atom_width * np.sqrt(2 * np.pi)
            * np.exp(-0.5 * (q * atom_width)**2))


transfer = reciprocal[:, None] - reciprocal[None, :]
potential = (atom_transform(transfer, light_depth)
             + atom_transform(transfer, heavy_height)
             * np.cos(transfer * period / 2)) / period


def bloch(k_values):
    matrices = np.repeat(potential[None], len(k_values), axis=0)
    diagonal = np.arange(len(reciprocal))
    matrices[:, diagonal, diagonal] += kinetic * (
        k_values[:, None] + reciprocal)**2
    return np.linalg.eigh(matrices)


edge_energies, edge_vectors = (item[0] for item in bloch(np.array([edge_k])))
static_gap = edge_energies[1] - edge_energies[0]
band_side = np.where(np.arange(len(reciprocal)) >= 1, 1, -1)


def couplings(k_values, bands):
    """Energy differences and squared force elements for both edges."""
    energies, vectors = bands
    q = (k_values[:, None, None] + reciprocal[None, :, None]
         - edge_k - reciprocal[None, None, :])
    force = q * atom_transform(q, light_depth) / period
    output = []
    for edge in (0, 1):
        element = np.einsum("kg,kgm->km", force @ edge_vectors[:, edge],
                            vectors)
        output.append((edge_energies[edge] - energies,
                       element**2 / len(k_values)))
    return output


# Half the expectation of the second derivative of the light-atom potential
second = -transfer**2 * atom_transform(transfer, light_depth) / period
dw_edge = np.array([0.5 * edge_vectors[:, n] @ second @ edge_vectors[:, n]
                    for n in (0, 1)])
dw_gap = dw_edge[1] - dw_edge[0]

# Rigid translation of the whole crystal must leave each edge unchanged
translation = []
for n in (0, 1):
    element = edge_vectors.T @ (transfer * potential) @ edge_vectors[:, n]
    others = np.arange(len(reciprocal)) != n
    fan_part = np.sum(element[others]**2
                      / (edge_energies[n] - edge_energies[others]))
    dw_part = 0.5 * (edge_vectors[:, n] @ (-transfer**2 * potential)
                     @ edge_vectors[:, n])
    assert abs(fan_part + dw_part) < 1e-6 * abs(dw_part)
    translation.append((fan_part, dw_part))

# Frozen displacement of one atom on a ring, by direct diagonalization
ring_cells = 8
ring_length = ring_cells * period
ring_waves = 2 * np.pi / ring_length * np.arange(-100, 101)
ring_q = ring_waves[:, None] - ring_waves[None, :]


def ring_gap(displacement):
    matrix = np.diag(kinetic * ring_waves**2).astype(complex)
    for cell in range(ring_cells):
        shift = displacement if cell == 0 else 0.0
        matrix += (atom_transform(ring_q, light_depth)
                   * np.exp(-1j * ring_q * (cell * period + shift))
                   + atom_transform(ring_q, heavy_height)
                   * np.exp(-1j * ring_q * (cell + 0.5) * period)
                   ) / ring_length
    energies = np.linalg.eigvalsh(matrix)
    return energies[ring_cells] - energies[ring_cells - 1]


step = 0.002
frozen = ring_cells * 0.5 * (ring_gap(step) - 2 * ring_gap(0.0)
                             + ring_gap(-step)) / step**2
ring_k = 2 * np.pi / ring_length * np.arange(ring_cells)
ring_fan = []
for difference, strength in couplings(ring_k, bloch(ring_k)):
    keep = np.abs(difference) > 1e-8
    ring_fan.append(np.sum(strength[keep] / difference[keep]))
ring_formula = ring_fan[1] - ring_fan[0] + dw_gap
assert abs(frozen - ring_formula) < 1e-3 * abs(dw_gap)

# Thermal variance of the oscillator, from its discretized Hamiltonian
grid = np.linspace(-0.5, 0.5, 801)
spacing = grid[1] - grid[0]
osc_energy, osc_state = eigh_tridiagonal(
    2 * ion_kinetic / spacing**2 + quantum**2 * grid**2 / (4 * ion_kinetic),
    np.full(len(grid) - 1, -ion_kinetic / spacing**2),
    select="i", select_range=(0, 24))
weights = np.exp(-(osc_energy - osc_energy[0]) / (kB * 600))
variance_grid = np.sum(weights * (grid**2 @ osc_state**2)) / weights.sum()
variance_600 = zero_point_u2 * (2 * bose(quantum, kB * 600) + 1)
assert abs(variance_grid / variance_600 - 1) < 2e-3

# Bulk sums; the midpoint mesh avoids the edge state itself
mesh_size = 4000
mesh = 2 * np.pi / period * (np.arange(mesh_size) + 0.5) / mesh_size
mesh_bands = bloch(mesh)
assert mesh_bands[0][:, 0].max() < edge_energies[0] + 1e-9
assert mesh_bands[0][:, 1].min() > edge_energies[1] - 1e-9
bulk = couplings(mesh, mesh_bands)


def fan_edge(edge, number, width=0.004, selection=1.0):
    """Principal value: the term linear in the width is removed."""
    difference, strength = bulk[edge]
    strength = strength * selection
    narrow = fan_sum(difference, band_side, strength, quantum, number, width)
    wide = fan_sum(difference, band_side, strength, quantum, number,
                   2 * width)
    return zero_point_u2 * (2 * narrow - wide)


def fan_gap(number, width=0.004):
    return fan_edge(1, number, width) - fan_edge(0, number, width)


def total_shift(number):
    return fan_gap(number) + zero_point_u2 * dw_gap * (2 * number + 1)


width_change = fan_gap(1.0, 0.008) - fan_gap(1.0)
assert abs(width_change) < 2e-4
adiabatic_fan = zero_point_u2 * (np.sum(bulk[1][1] / bulk[1][0])
                                 - np.sum(bulk[0][1] / bulk[0][0]))
adiabatic_zero = adiabatic_fan + zero_point_u2 * dw_gap
zero_shift = total_shift(0.0)
thermal_A = 0.5 * (total_shift(1.0) - zero_shift)
offset_B = zero_shift - thermal_A
hot = [total_shift(bose(1.0, ratio)) for ratio in (1000.0, 2000.0)]
hot_intercept = 2 * hot[0] - hot[1]
assert abs(hot_intercept - offset_B) < 1e-3 * abs(thermal_A)

same, across = [], []
for edge, own_side in ((0, -1), (1, 1)):
    same.append(fan_edge(edge, 0.0, selection=(band_side == own_side)))
    across.append(fan_edge(edge, 0.0, selection=(band_side != own_side)))

print(f"Period {period:.1f} A; Gaussian width {atom_width:.1f} A")
print(f"Light, heavy atom amplitudes: {light_depth:.1f}, "
      f"{heavy_height:.1f} eV")
print(f"Light mass {mass_u:.1f} u; phonon quantum {1000*quantum:.1f} meV")
print(f"Static gap: {static_gap:.4f} eV")
print(f"Zero-point <u^2>: {zero_point_u2:.6f} A^2; "
      f"rms u: {np.sqrt(zero_point_u2):.4f} A")
print(f"<u^2> at 600 K, grid and formula: {variance_grid:.6f}, "
      f"{variance_600:.6f} A^2")
for name, pair in zip(("valence", "conduction"), translation):
    print(f"Translation, {name}: Fan {pair[0]:.5f}, "
          f"DW {pair[1]:.5f} eV/A^2")
print(f"Ring of {ring_cells} cells, half gap curvature summed over atoms:")
print(f"  frozen {frozen:.5f}, Fan+DW {ring_formula:.5f} eV/A^2")
for edge, name in enumerate(("valence", "conduction")):
    print(f"0 K {name} edge: Fan {1000*fan_edge(edge, 0.0):.3f}, "
          f"DW {1000*zero_point_u2*dw_edge[edge]:.3f} meV")
    print(f"  Fan, same side {1000*same[edge]:.3f}, "
          f"across gap {1000*across[edge]:.3f} meV")
print(f"0 K gap, Fan: {1000*fan_gap(0.0):.3f} meV")
print(f"0 K gap, DW: {1000*zero_point_u2*dw_gap:.3f} meV")
print(f"Zero-point renormalization: {1000*zero_shift:.3f} meV")
print(f"Adiabatic 0 K: Fan {1000*adiabatic_fan:.3f}, "
      f"total {1000*adiabatic_zero:.3f} meV")
print(f"Coefficient A: {1000*thermal_A:.3f} meV; "
      f"offset B: {1000*offset_B:.3f} meV")
print(f"High-temperature intercept: {1000*hot_intercept:.3f} meV")
print(f"High-temperature slope: "
      f"{1000*2*thermal_A*kB/quantum:.5f} meV/K")
print(f"Change on doubling the width, N=1: {1000*width_change:.4f} meV")
print("T (K), N, Fan, DW, total, adiabatic total (meV), gap (eV)")
for temperature in (0, 300, 600, 900):
    number = bose(quantum, kB * temperature)
    fan = fan_gap(number)
    dw = zero_point_u2 * dw_gap * (2 * number + 1)
    print(f"  {temperature}, {number:.5f}, {1000*fan:.3f}, {1000*dw:.3f}, "
          f"{1000*(fan+dw):.3f}, {1000*adiabatic_zero*(2*number+1):.3f}, "
          f"{static_gap+fan+dw:.4f}")
print("PASS")
```

Running it gives:

```
Many-electron test (model energy units): diagonalized, formula
  kT=0.05 Fan: -0.26780, -0.26780
  kT=0.05 DW: 0.47335, 0.47335
  kT=0.35 Fan: -0.27484, -0.27484
  kT=0.35 DW: 0.49793, 0.49793
Period 3.0 A; Gaussian width 0.5 A
Light, heavy atom amplitudes: -10.0, 2.0 eV
Light mass 10.0 u; phonon quantum 80.0 meV
Static gap: 5.8807 eV
Zero-point <u^2>: 0.002613 A^2; rms u: 0.0511 A
<u^2> at 600 K, grid and formula: 0.004025, 0.004025 A^2
Translation, valence: Fan -8.08528, DW 8.08528 eV/A^2
Translation, conduction: Fan 5.77304, DW -5.77304 eV/A^2
Ring of 8 cells, half gap curvature summed over atoms:
  frozen -3.97923, Fan+DW -3.97921 eV/A^2
0 K valence edge: Fan -10.823, DW 18.284 meV
  Fan, same side 1.432, across gap -12.255 meV
0 K conduction edge: Fan 9.910, DW -13.111 meV
  Fan, same side -1.319, across gap 11.229 meV
0 K gap, Fan: 20.733 meV
0 K gap, DW: -31.395 meV
Zero-point renormalization: -10.662 meV
Adiabatic 0 K: Fan 20.114, total -11.282 meV
Coefficient A: -10.747 meV; offset B: 0.085 meV
High-temperature intercept: 0.083 meV
High-temperature slope: -0.02315 meV/K
Change on doubling the width, N=1: 0.0004 meV
T (K), N, Fan, DW, total, adiabatic total (meV), gap (eV)
  0, 0.00000, 20.733, -31.395, -10.662, -11.282, 5.8701
  300, 0.04744, 22.692, -34.374, -11.682, -12.352, 5.8691
  600, 0.27037, 31.898, -48.372, -16.474, -17.382, 5.8643
  900, 0.55392, 43.607, -66.176, -22.569, -23.780, 5.8582
PASS
```
